# Phonon Heat Conductivity Tensor from the Relaxation-Time Boltzmann Equation

When the conductivity of a crystalline layer in a chip is calculated from its phonons, one has to decide whether a single number suffices or a full tensor is needed, and which modes deserve the costliest lifetime calculations. Both decisions rest on how each mode enters the conductivity. In the relaxation-time approximation the answer is a sum over modes in which heat capacity, lifetime and two components of the group velocity are multiplied together.

Take a crystal of \(N\) primitive cells, each of volume \(V\), with periodic boundary conditions. A mode \(\lambda=(\mathbf q,s)\) has wavevector \(\mathbf q\), branch \(s\), angular frequency \(\omega\) and normalized polarization vector \(e\), where \(De=\omega^2e\) and \(D(\mathbf q)\) is the Hermitian dynamical matrix. Differentiating \(e^\dagger De=\omega^2\) gives

\[
2\omega\,\partial_a\omega=e^\dagger(\partial_aD)e+\omega^2\,\partial_a(e^\dagger e),\qquad \partial_a=\frac{\partial}{\partial q_a}.
\]

The last term vanishes because \(e^\dagger e=1\). For a nondegenerate mode the group velocity is therefore

\[
v_a=\frac{\partial\omega}{\partial q_a}=\frac{e^\dagger(\partial_aD)e}{2\omega}.
\]

A heat flux needs the velocity of energy, so the two must be shown to agree. Let a bond with real symmetric spring matrix \(K\) join atom \(i\) to atom \(j\), displaced by \(\mathbf d\). The force on \(j\) is \(\mathbf F_j=-K(\mathbf u_j-\mathbf u_i)\). If each atom is assigned half the bond energy, the power received by \(j\) is

\[
P=\mathbf F_j\cdot\dot{\mathbf u}_j-\tfrac12\mathbf F_j\cdot(\dot{\mathbf u}_j-\dot{\mathbf u}_i)
=\tfrac12\mathbf F_j\cdot(\dot{\mathbf u}_i+\dot{\mathbf u}_j).
\]

For a wave \(\mathbf u=\mathrm{Re}(\mathbf U e^{-i\omega t})\), the time average of a product is half the real part of one complex amplitude's conjugate times the other. The terms \(\mathbf U_i^\dagger K\mathbf U_i\) and \(\mathbf U_j^\dagger K\mathbf U_j\) are real and drop out, leaving

\[
\overline P=\frac{\omega}{4}\,\mathrm{Re}\!\left[i(\mathbf U_j^\dagger K\mathbf U_i-\mathbf U_i^\dagger K\mathbf U_j)\right]
=\frac{\omega}{2}\,\mathrm{Im}(\mathbf U_i^\dagger K\mathbf U_j).
\]

Set \(\mathbf U_i=\mathbf e_i/\sqrt{m_i}\) and \(\mathbf U_j=\mathbf e_je^{i\mathbf q\cdot\mathbf d}/\sqrt{m_j}\), and write \(z=\mathbf U_i^\dagger K\mathbf U_j\). The mean kinetic energy per cell is \(\omega^2/4\), and the total energy per cell is twice this, \(\omega^2/2\). Energy thus moves at the velocity

\[
\frac{\sum_{\rm bonds}d_a\overline P}{\omega^2/2}=\frac1\omega\sum_{\rm bonds}d_a\,\mathrm{Im}\,z .
\]

The same bond contributes \(-z-z^*\) to the \(\mathbf q\)-dependent part of \(e^\dagger De\). Differentiating only the phases gives \(-id_az+id_az^*=2d_a\,\mathrm{Im}\,z\), and division by \(2\omega\) reproduces the expression above. Energy therefore travels at the group velocity.

Let \(n_\lambda(\mathbf r)\) be the occupation of a mode near \(\mathbf r\), averaged over a region larger than its wavelength. Its phonons have density \(n/(NV)\), carry energy \(\hbar\omega\) each and cross a plane normal to \(a\) at the rate \(v_an/(NV)\) per area. Hence

\[
J_a=\frac1{NV}\sum_\lambda\hbar\omega\,v_an .
\]

This expression keeps each branch separately. It omits heat carried by coherence between different branches, which can matter when their separation is comparable with their linewidths.

In a homogeneous crystal, a phonon between collisions keeps its \(\mathbf q\) while it moves. In steady state, drift balances collisions. The relaxation-time approximation writes this balance as

\[
\mathbf v\cdot\nabla n=-\frac{n-n^0(T(\mathbf r))}{\tau},\qquad
n^0=\frac1{e^x-1},\quad x=\frac{\hbar\omega}{k_BT}.
\]

Here \(\tau\) is the decay time of the occupation. The amplitude decays half as fast, so inserting an amplitude decay time would double the conductivity. The approximation also omits the repopulation of one mode by collisions of others. A first-principles calculation supplies the force constants and \(\tau\); frequencies and lifetimes are held here at their values for the reference temperature.

The equation can be solved before it is linearised. Follow a phonon backwards, with \(f(s)=n(\mathbf r-\mathbf v\tau s)\). Then \(df/ds=-\tau\mathbf v\cdot\nabla n=f-n^0\), so \(d(e^{-s}f)/ds=-e^{-s}n^0\). Integrating from zero to infinity, with \(f\) bounded, gives

\[
n(\mathbf r)=\int_0^\infty e^{-s}\,n^0\!\left(T(\mathbf r-\mathbf v\tau s)\right)ds .
\]

The occupation is a memory of the temperatures along the incoming path. For a linear profile, the temperature at \(s\) is \(T-s\Delta\), where \(\Delta=\tau\mathbf v\cdot\nabla T\) is the temperature rise along one mean free path. Expanding in \(\Delta\) and using \(\int_0^\infty s^me^{-s}ds=m!\) yields

\[
n=n^0-\Delta\frac{\partial n^0}{\partial T}+\Delta^2\frac{\partial^2n^0}{\partial T^2}-\Delta^3\frac{\partial^3n^0}{\partial T^3}+\cdots .
\]

The first correction is negative for a phonon moving towards the hot side, because it comes from a colder place. Since \(dx/dT=-x/T\) and \(\hbar\omega=k_BTx\), the heat capacity of the mode is

\[
C=\hbar\omega\frac{\partial n^0}{\partial T}=k_B\frac{x^2e^x}{(e^x-1)^2}.
\]

Real force constants give \(D(-\mathbf q)=D(\mathbf q)^*\). Frequencies are then even in \(\mathbf q\) and velocities odd; time reversal also makes the lifetimes even. The equilibrium flux \(\sum\hbar\omega v_an^0\) cancels between \(\mathbf q\) and \(-\mathbf q\). The first-order term remains:

\[
J_a=-\sum_b\left[\frac1{NV}\sum_\lambda C_\lambda v_{\lambda a}v_{\lambda b}\tau_\lambda\right]\frac{\partial T}{\partial r_b}.
\]

Comparison with \(J_a=-\sum_b\kappa_{ab}\,\partial T/\partial r_b\) gives

\[
\boxed{\kappa_{ab}=\frac1{NV}\sum_\lambda C_\lambda v_{\lambda a}v_{\lambda b}\tau_\lambda }.
\]

One velocity component measures how strongly the gradient disturbs the mode; the other measures how the disturbed mode carries energy. The tensor is symmetric, and for any real vector \(\mathbf u\) the quantity \(\mathbf u\cdot\kappa\mathbf u=(NV)^{-1}\sum C\tau(\mathbf u\cdot\mathbf v)^2\) cannot be negative. Heat therefore does not flow up the gradient.

Collisions must conserve energy, which requires \(\sum\hbar\omega(n-n^0)/\tau=0\). At first order this sum is \(-\sum C\,\mathbf v\cdot\nabla T\), which vanishes because \(\mathbf v\) is odd. At second order the balance fixes a small curvature of \(T(\mathbf r)\), proportional to the square of the gradient. The resulting second-order changes in \(n\) are even in \(\mathbf q\) and carry no flux. The first correction to the flux is thus cubic in the gradient, and its size relative to the linear flux is quadratic.

For \(x\ll1\) this correction can be estimated on a linear profile. From \(n^0\simeq1/x-1/2+x/12\), with \(x\propto1/T\), the first derivative is \(1/(xT)\) at leading order and the third is \(-x/(2T^3)\). The cubic term relative to the linear one is

\[
\Delta^2\,\frac{\partial^3n^0/\partial T^3}{\partial n^0/\partial T}\simeq-\frac{x^2}{2}\left(\frac{\Delta}{T}\right)^2 .
\]

The factor \(x^2\) appears because the classical occupation is linear in temperature and \(\tau\) is held fixed. If \(\tau\) follows the local temperature, as real lifetimes do, a further term of order \((\Delta/T)^2\) appears without this factor; for \(\tau\propto1/T\) it is \(+3(\Delta/T)^2\).

A model crystal shows how the sum works. Its cell vectors are \((0.40,0,0)\), \((0,0.45,0)\) and \((0.10,0,0.50)\) nm, so \(V=0.0900\ \mathrm{nm^3}\). An atom of mass 30 u sits at the corner and one of 60 u at the centre. Springs of 30 N/m act along the eight lines from centre to corners, and springs of 15 N/m join like atoms along the cell edges. The lifetime is a model input that cannot exceed \(\tau_0\),

\[
\frac1\tau=BT\omega^2+\frac1{\tau_0},\qquad B=10^{-18}\ \mathrm{s/K},\quad \tau_0=100\ \mathrm{ps},\quad T=300\ \mathrm K.
\]

Consider the third branch at \(\mathbf q=(0.10,0.05,0.15)\), in fractions of the reciprocal vectors. Its frequency is 22.53 rad/ps, so \(BT\omega^2=1.523\times10^{11}\ \mathrm{s^{-1}}\). Adding \(10^{10}\ \mathrm{s^{-1}}\) gives \(\tau=6.163\) ps. With \(x=0.5736\), the heat capacity is \(0.973k_B=1.343\times10^{-23}\) J/K, already close to the classical limit \(C\to k_B\). In the opposite limit \(x\gg1\), \(C\to k_Bx^2e^{-x}\) and the mode is frozen out.

The velocity components along \(x\) and \(z\) are 5095 and 6813 m/s. With the weight of one point on a mesh of \(N=13\,824\) wavevectors, this mode would contribute

\[
\frac{(1.343\times10^{-23})(5095)^2(6.163\times10^{-12})}{13\,824\,(9.00\times10^{-29})}
=1.73\times10^{-3}\ \mathrm{W/(m\,K)}
\]

to \(\kappa_{xx}\), with every factor in SI units. Its contribution to \(\kappa_{xz}\) is larger by \(v_z/v_x=1.337\), or \(2.31\times10^{-3}\) W/(m K). The average contribution to \(\kappa_{xx}\) over all six branches and all mesh points is only \(1.05\times10^{-4}\) W/(m K). An error in the lifetime of such a fast mode therefore costs far more than the same relative error in an average one.

The same mode displays the linearisation. Let the temperature rise by 5 K along one mean free path. The equilibrium occupation, 1.29093, falls by \(5C/(\hbar\omega)=0.02827\) to 1.26266 at first order. The path integral gives 1.262687, which is \(2.7\times10^{-5}\) higher. Most of this difference is the second-order term, whose leading high-temperature estimate is \(\Delta^2x/(6T^2)=2.7\times10^{-5}\); its exact value is \(2.6\times10^{-5}\), and higher orders supply the rest. Numerical integration of the transport equation agrees with the path integral to the printed digits.

Summing all modes gives, in W/(m K),

\[
\kappa_{xx}=8.72,\quad \kappa_{yy}=9.45,\quad \kappa_{zz}=10.71,\quad \kappa_{xz}=1.31 .
\]

Reflection in the plane normal to \(y\) reverses \(v_y\) and leaves \(\omega\), \(\tau\), \(v_x\) and \(v_z\) unchanged, so \(\kappa_{xy}=\kappa_{yz}=0\). No such cancellation removes \(\kappa_{xz}\). Between meshes of \(16^3\) and \(24^3\) points, the diagonal elements change by at most 0.23 % of their final values, while \(\kappa_{xz}\) changes by about 0.5 %. The last printed digit is therefore uncertain; a \(48^3\) mesh gives \(\kappa_{yy}=9.44\). The three lowest branches supply 90 % of \(\kappa_{xx}\) in this model, which identifies where lifetime accuracy matters most.

A gradient of \(10^6\) K/m along \(x\), or 1 K per micrometre, drives \(J_x=-8.72\times10^6\) and \(J_z=-1.31\times10^6\ \mathrm{W/m^2}\). The line of heat flow is tilted by 8.5° from the gradient. If side walls instead force \(J_z=0\), as in a long bar far from its ends, a transverse gradient develops:

\[
\frac{\partial T}{\partial z}=-\frac{\kappa_{xz}}{\kappa_{zz}}\frac{\partial T}{\partial x},\qquad
\kappa_{\rm bar}=\kappa_{xx}-\frac{\kappa_{xz}^2}{\kappa_{zz}}=8.56\ \mathrm{W/(m\,K)} .
\]

The conductivity inferred from a bar is thus about 2 % below \(\kappa_{xx}\), although the material is the same.

In a cubic crystal, twofold axes remove the off-diagonal elements and threefold axes make the diagonal ones equal. The tensor then reduces to one number, a third of its trace:

\[
\kappa=\frac1{3NV}\sum_\lambda C_\lambda|\mathbf v_\lambda|^2\tau_\lambda .
\]

For the present crystal the corresponding average is 9.63 W/(m K), while the principal conductivities run from 8.07 to 11.36 W/(m K). A scalar simulation using the average would be 19 % too high along the poorest direction and 15 % too low along the best, relative to the respective principal values.

A small temperature difference does not by itself guarantee a local conductivity. The temperature gradient must also change little over a mean free path, and surfaces or interfaces must lie many mean free paths apart. In a layer thinner than that, boundary scattering lowers the conductivity even under a uniform gradient, an effect not treated here. Suppose the temperature to which collisions relax is held at \(T+\delta\,\mathrm{Re}\,e^{i\mathbf k\cdot\mathbf r}\), with any heating needed to maintain it acting through the same relaxation term. To first order in \(\delta\), the path integral multiplies the complex local response by

\[
\int_0^\infty e^{-s(1+i\mathbf k\cdot\mathbf v\tau)}ds
=\frac{1-i\mathbf k\cdot\mathbf v\tau}{1+(\mathbf k\cdot\mathbf v\tau)^2}.
\]

The part odd in \(\mathbf v\) carries the flux. Since the temperature gradient has complex amplitude \(i\mathbf k\delta\), the conductivity becomes

\[
\kappa_{ab}(\mathbf k)=\frac1{NV}\sum_\lambda
\frac{C_\lambda v_{\lambda a}v_{\lambda b}\tau_\lambda}{1+(\mathbf k\cdot\mathbf v_\lambda\tau_\lambda)^2}.
\]

As \(\mathbf k\to0\) the bulk result returns. The longest mean free path along \(x\) on the mesh is 348 nm. For variation along \(x\), that mode's contribution is halved when \(k_x=1/(348\ \mathrm{nm})\), a period of about 2.2 µm. Modes on the mesh with shorter paths are reduced much less, so the mesh total falls by only about 4 % at this period; it is halved near a period of 150 nm. A finer mesh includes modes nearer \(\mathbf q=0\), some with longer paths. The local law thus fails gradually as the period shrinks. When \(\mathbf k\cdot\mathbf v\tau\) is comparable with one for the modes that carry most of the heat, the error is large and a nonlocal solution of the Boltzmann equation, such as this one, is needed, however weak the heating.

For a uniform gradient, by contrast, linearisation is very accurate here. At \(1.15\times10^7\) K/m along \(x\), the largest temperature rise along a mean free path is 4 K among the modes on the mesh. The flux from the unexpanded distribution then differs from the linear law by \(2.2\times10^{-7}\) of the linear flux. Doubling the gradient raises this relative error by a factor of 4.01, as the quadratic law requires. This measures the error of linearisation on a prescribed linear profile. It is also the smallest of several terms of this quadratic order. At the same gradient, the curvature required by energy conservation adds about \(2\times10^{-6}\) with the opposite sign, and letting the model lifetime follow the local temperature on the linear profile gives about \(10^{-5}\). All remain negligible. The error of the model's collision term is a separate matter.

Two further checks concern the modes themselves. The highest-frequency mode on the mesh has \(\omega=62.3\) rad/ps and \(\tau=0.851\) ps, so \(\omega\tau\simeq53\), which is about eight oscillations per lifetime. About 0.7 % of neighbouring branch pairs lie within their mean linewidth. That fraction shows how common such close pairs are on the mesh, but does not bound the heat that coherence would carry.

Closely spaced branches also affect how velocities should be computed. At twenty random wavevectors, central differences with a step of \(10^{-4}\times2\pi/(0.40\ \mathrm{nm})\) missed the matrix formula by up to \(1.9\times10^{-4}\) of the largest sampled velocity component. The worst mode lay only 0.12 rad/ps from another branch. A step a hundred times smaller reduced the largest error to \(2.0\times10^{-8}\), close to the factor of \(10^4\) expected from the quadratic error of a central difference. The matrix formula avoids this choice of step and, for nondegenerate modes, is the safer source of velocities for the mode sum; the numerical output gives the remaining comparisons.

## Computed results

```
Cell vectors (rows), nm: [[0.4, 0.0, 0.0], [0.0, 0.45, 0.0], [0.1, 0.0, 0.5]]
Cell volume: 0.0900 nm^3
Masses, u: [30.0, 60.0]
Unlike-atom spring: 30.0 N/m
Like-atom spring: 15.0 N/m
Temperature: 300 K
Lifetime coefficient B: 1.0e-18 s/K
Lifetime floor parameter tau_0: 100 ps
Sample q, reciprocal-vector fractions: [0.1, 0.05, 0.15]
Sample branch, counted from 1: 3
Sample angular frequency: 22.5285 rad/ps
Sample x = hbar omega/(kB T): 0.57359
Sample heat capacity: 1.34341e-23 J/K
Sample heat capacity / kB: 0.97303
Sample velocity (x,y,z), m/s: [5095.1, 1872.04, 6813.04]
Sample lifetime: 6.1629 ps
Number of q points N in final mesh: 13824
Sample kappa_xx term with this N: 1.72753e-03 W/(m K)
Path temperature rise per lifetime: 5.0 K
Sample equilibrium occupation: 1.2909325
Sample occupation, transport ODE: 1.2626867
Sample occupation, path integral: 1.2626867
Sample occupation, first order: 1.2626597
Mesh 12^3 kappa xx,yy,zz,xz, W/(m K): [8.7221, 9.451, 10.6077, 1.2855]
Mesh 16^3 kappa xx,yy,zz,xz, W/(m K): [8.7244, 9.4572, 10.6836, 1.3022]
Mesh 24^3 kappa xx,yy,zz,xz, W/(m K): [8.7186, 9.4528, 10.7081, 1.3084]
Largest diagonal change, mesh 16 to 24: 0.228 %
Principal conductivities, W/(m K): [8.0697, 9.4528, 11.357]
Flux-line angle from x toward z, gradient on x: 8.535 deg
Example gradient along x: 1.0e+06 K/m
Example heat flux (x,z), W/m^2: ['-8.7186e+06', '-1.3084e+06']
Three lowest branches' share of kappa_xx: 89.71 %
Volumetric heat capacity: 8.43716e+05 J/(m^3 K)
Mean mode heat capacity / kB: 0.91665
Highest mesh frequency: 9.9162 THz
Shortest mode lifetime: 0.8514 ps
Longest x mean free path: 348.086 nm
Adjacent branch pairs within a linewidth: 0.700 %
Linearisation test gradient: 1.1491e+07 K/m
Relative flux error at test gradient: 2.2107e-07
Relative flux error at doubled gradient: 8.8625e-07
Error ratio on doubling gradient: 4.0089
Velocity error, coarse difference step: 1.88e-04
Branch gap at worst coarse-step mode: 0.11938 rad/ps
Velocity error, fine difference step: 1.97e-08
Velocity error against bond power: 4.00e-16
```
